\section*{Non-uniqueness of spin separation: a transverse projector term at order c^-4, part 2}

One electron moves in a real local potential $V(\mathbf r)$ with no vector potential. We compare the levels of two scalar reductions of its Dirac equation. Hartree atomic units are used, $\hbar=m=e=1$; $c$ is the speed of light, $E$ is counted from the rest energy, $\mathbf p=-i\nabla$, $T=p^2/2$, $\boldsymbol\sigma$ are the Pauli matrices, and repeated Cartesian indices are summed. Let
\[
W=\frac{E-V}{2c^2},\qquad A=1+W,\qquad K=\frac{1}{2A}.
\]

Eliminating the small component $\psi^S$ gives the kinetic operator $\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p=p_iKp_i+i\sigma_kB_k[K]$, with $B_k[f]=\epsilon_{kij}\,p_ifp_j$. Dropping the spin term gives the scalar eliminated equation (ESC), $[V+T_{\rm esc}]\psi=E\psi$ with $T_{\rm esc}=p_iKp_i=\tfrac12\,p_iA^{-1}p_i$.

The spin-free modified Dirac equation (SFMD) instead introduces a pseudo-large component $\phi^L$ through $\psi^S=\boldsymbol\sigma\cdot\mathbf p\,\phi^L/2c$ and then drops the spin term, leaving
\begin{equation}
V\psi+T\phi=E\psi,\qquad T\psi+\Big[\frac{p_iVp_i}{4c^2}-T\Big]\phi=\frac{E}{2c^2}T\phi.\label{sfmd}
\end{equation}
Equivalently, $T\phi=(E-V)\psi$ and $p_iAp_i\phi=p^2\psi$, so that $T\phi=T_{\rm mod}\psi$ with $T_{\rm mod}=\tfrac12\,p^2[p_iAp_i]^{-1}p^2$.

For bounded $V$ and $A\ge a_0>0$, with $a_0$ a constant, $T_{\rm esc}-T_{\rm mod}\ge0$. The leading part of this difference is
\[
\Delta=\frac{1}{8c^4}\,p_iV(P_\perp)_{ij}Vp_j=\frac{1}{8c^4}B_k^\dagger\,p^{-2}B_k,
\]
where $(P_\perp)_{ij}=\delta_{ij}-p_ip_j/p^2$ is the transverse projector and $\mathbf B=\mathbf B[V]=-i\nabla V\times\mathbf p$. Thus $\Delta$ is the transverse part of $p_iV^2p_i/8c^4$. The levels obey
\[
\delta E=E_{\rm esc}-E_{\rm mod}=\langle\psi_0|\Delta|\psi_0\rangle+O(c^{-6}),
\]
with $\psi_0$ the normalized nonrelativistic state. For a point nucleus of charge $Z$, $V=-Z/r$ is unbounded, and the order of the remainder has to be found separately.

\subsection{Central potentials}

For $V=V(r)$, $\nabla V=V'\mathbf r/r$, so $\mathbf B=-i(V'/r)\mathbf L$ with $\mathbf L=\mathbf r\times\mathbf p$. For a radial function $f$ and $\psi=R(r)Y_{lm}$, the operator $p_ifp_i=-\nabla\cdot f\nabla$ has the radial form
\begin{equation}
-\frac{1}{r^2}\big(r^2fR'\big)'+\frac{l(l+1)}{r^2}fR,\label{rad}
\end{equation}
because the angular part of the gradient commutes with $f(r)$ and contributes $fL^2/r^2$.

\paragraph{Corollary 1 (s states).} For $l=0$ the ESC, SFMD and Dirac $s_{1/2}$ levels coincide at every $c$ for which $A>0$ and, for a point nucleus, $Z<c$.

\paragraph{Proof.} If $\psi$ is spherical, so is $\phi$, since $p_iAp_i$ and $p^2$ commute with rotations. By (\ref{rad}) the relation $p_iAp_i\phi=p^2\psi$ reads $(r^2A\phi')'=(r^2\psi')'$. Integration from the origin, with no point source there, gives $\phi'=\psi'/A$. Then $T\phi=-(r^2\psi'/2A)'/r^2=p_iKp_i\psi$, so the SFMD equation is the ESC equation. This argument does not need $V$ bounded. The spin term dropped from ESC is $i\sigma_kB_k[K]=(K'/r)\,\boldsymbol\sigma\cdot\mathbf L$, which annihilates a spherical function times a constant spinor, so the level is also a Dirac level.

For $V=-Z/r$ the ground state follows by substitution. Let $\gamma=(1-Z^2/c^2)^{1/2}$, $\psi=r^{\gamma-1}e^{-Zr}$ and $E=c^2(\gamma-1)$. Then $\psi'=-[Z+(1-\gamma)/r]\psi$. With $Z^2/c^2=(1-\gamma)(1+\gamma)$, $2c^2+E-V=c^2(1+\gamma)Z^{-1}[Z+(1-\gamma)/r]$, so $K\psi'=-Z\psi/(1+\gamma)$. Since $(r^2\psi)'/r^2=[(1+\gamma)/r-Z]\psi$, (\ref{rad}) gives $p_iKp_i\psi=[Z/r-Z^2/(1+\gamma)]\psi$. Adding $V\psi$ leaves $-Z^2/(1+\gamma)=c^2(\gamma-1)$, as assumed.

\paragraph{Corollary 2.} For $\psi_0=RY_{lm}$, with $g=V'R/r$ and $h=r^2g$,
\begin{equation}
\langle\Delta\rangle=\frac{l(l+1)}{8c^4}\langle g|p^{-2}|g\rangle_l=\frac{l(l+1)}{4(2l+1)c^4}\int_0^1\!dt\,t^l\int_0^\infty\!dr\,h(r)\,h(rt).\label{central}
\end{equation}

\paragraph{Proof.} $B_k\psi_0=-i\,g\,L_kY_{lm}$, and $L_kY_{lm}$ is a combination of harmonics of the same $l$. On these $p^{-2}$ acts through one radial kernel, so the angular factor is $\sum_k\|L_kY_{lm}\|^2=l(l+1)$. The kernel is
\begin{equation}
G_l(r,r')=\frac{r_<^{\,l}}{(2l+1)\,r_>^{\,l+1}}.\label{green}
\end{equation}
It solves (\ref{rad}) with $f=1$ for $r\ne r'$, is regular at the origin and decays at infinity. Its slope jumps at $r'$ from $l/(2l+1)r'^2$ to $-(l+1)/(2l+1)r'^2$, that is by $-1/r'^2$, which produces the source $\delta(r-r')/r'^2$. Thus $\langle g|p^{-2}|g\rangle_l=\iint h(r)G_l\,h(r')\,dr\,dr'$, which is twice the integral over $r'<r$. With $r'=rt$, $r'^{\,l}r^{-l-1}dr'=t^l\,dt$.

\subsection{Coulomb coefficients}

For $V=-Z/r$ the substitution $r=\rho/Z$ multiplies $T$ and $V$ by $Z^2$ and turns $W$ into $(\varepsilon+1/\rho)/2(c/Z)^2$ with $E=Z^2\varepsilon$. Every level is therefore $Z^2\varepsilon(c/Z)$, and a term $c^{-n}$ carries $Z^{n+2}$. The coefficients are computed at $Z=1$, where $V'=1/r^2$ and $h=R/r$.

For 2p, $R=re^{-r/2}/\sqrt{24}$ and $h=e^{-r/2}/\sqrt{24}$. The $r$ integral is $\tfrac1{24}\cdot2/(1+t)$, and $\int_0^1t\,dt/(1+t)=1-\ln2$. The prefactor is $2/12$, so
\begin{equation}
\langle\Delta\rangle_{2p}=\frac{2}{12}\cdot\frac{2}{24}(1-\ln2)\frac{Z^6}{c^4}=\frac{1-\ln2}{72}\frac{Z^6}{c^4}=4.2618447\times10^{-3}\,\frac{Z^6}{c^4}.\label{d2p}
\end{equation}
For 3d, $R=Nr^2e^{-r/3}$ with $N^2=(2/3)^7/6!$ from $\int r^6e^{-2r/3}dr=6!\,(3/2)^7$. Then $h(r)h(rt)=N^2t\,r^2e^{-r(1+t)/3}$, whose $r$ integral is $54N^2t/(1+t)^3$. With $u=1+t$,
\begin{equation}
\int_0^1\frac{t^3dt}{(1+t)^3}=\int_1^2\Big(1-\frac3u+\frac3{u^2}-\frac1{u^3}\Big)du=1-3\ln2+\frac32-\frac38=\frac{17}{8}-3\ln2 .
\end{equation}
The prefactor is $6/20$, and $\tfrac{6}{20}\cdot54\cdot128/(2187\cdot720)=8/6075$, so
\begin{equation}
\langle\Delta\rangle_{3d}=\frac{17-24\ln2}{6075}\frac{Z^6}{c^4}=5.9994678\times10^{-5}\,\frac{Z^6}{c^4}.\label{d3d}
\end{equation}

These numbers are the transverse parts of the local ESC term $\langle p_iV^2p_i\rangle/8c^4$. For 2p, $V^2r^2=1$ and $R'=(1-r/2)e^{-r/2}/\sqrt{24}$ give
\begin{equation}
\tfrac18\int\Big(R'^2+\frac{2R^2}{r^2}\Big)dr=\frac{1}{8\cdot24}\int\Big(3-r+\frac{r^2}{4}\Big)e^{-r}dr=\frac{5}{384}=1.30208\times10^{-2}.
\end{equation}
The longitudinal part $\tfrac18\langle b\psi_0|p^{-2}|b\psi_0\rangle$, $b=p_iVp_i$, evaluated by solving the radial Poisson equation in a B-spline basis, is $8.75899\times10^{-3}$, which leaves $4.26184\times10^{-3}$. For 3d the spline values are $4.80110\times10^{-4}$ and $4.20115\times10^{-4}$, leaving $5.9995\times10^{-5}$. The transverse share of this term is about one third for 2p and one eighth for 3d.

\subsection{The remainder for a point nucleus}

With $r_0=Z/2c^2$, $W=E/2c^2+r_0/r$, so the expansion in $W$ fails for $r\lesssim r_0$. The third-order ESC term $-\tfrac12p_iW^3p_i$ has, for $R\approx ar$, an expectation value proportional to $r_0^3a^2\int dr/r$, which diverges logarithmically at the origin. The following statement is obtained by matched asymptotic expansion, which is formal and carries no error bound.

\paragraph{Proposition 3.} For the 2p level of a point nucleus,
\begin{equation}
\delta E=\frac{1-\ln2}{72}\frac{Z^6}{c^4}+\frac{Z^8}{c^6}\Big[\frac{1}{128}\ln\frac Zc+d\Big]+\dots,\label{log}
\end{equation}
with a constant $d$ that the argument does not determine.

\paragraph{Inner ESC problem.} Put $r=r_0x$. At fixed $x$ the term $(V-E)R$ is smaller than the kinetic term by a factor of order $Zr_0$, and $E/2c^2$ is of the same order. Dropping both gives $K=x/2(x+1)$ and $K'/K=1/x-1/(x+1)=1/x(x+1)$. Dividing (\ref{rad}) by $-K$ for $l=1$ gives
\begin{equation}
f''+\frac2xf'-\frac{2}{x^2}f+\frac{f'}{x(x+1)}=0.\label{inner}
\end{equation}
Near $x=0$ a power $x^s$ requires $s(s-1)+3s-2=0$, and the regular root is $s=\sqrt3-1$. For large $x$ the first three terms act on $x^s$ as $[s(s+1)-2]x^{s-2}$, and $1/x(x+1)=x^{-2}-x^{-3}+x^{-4}-\dots$. Let $f=x+a_1+a_2/x+f_3$, so that $f'=1-a_2x^{-2}+\dots$. The order $x^{-2}$ gives $-2a_1+1=0$, and the order $x^{-3}$ gives $-2a_2-1=0$. At order $x^{-4}$ the last term supplies $1-a_2=\tfrac32$, while $s=-2$ makes $s(s+1)-2=0$, so a pure power cannot cancel it. Differentiating the action on $x^s$ with respect to $s$ at $s=-2$ shows that $x^{-2}\ln x$ is mapped to $(2s+1)x^{-4}=-3x^{-4}$, which fixes its coefficient at $\tfrac12$:
\begin{equation}
f=x+\frac12-\frac{1}{2x}+\frac{\tfrac12\ln x+b_0}{x^2}+\dots,
\end{equation}
where the number $b_0$ is set by regularity at $x=0$.

\paragraph{Matching.} The inner solution $R=ar_0f(r/r_0)$ contains $ar_0^3[\tfrac12\ln(Zr)-\tfrac12\ln(Zr_0)+b_0]/r^2$. The outer perturbation series has terms $r_0^n$ times $c$-independent functions of $Zr$, and the piece with $\ln(Zr)$ belongs to them. The piece with $\ln(Zr_0)$ has to be a homogeneous solution of the nonrelativistic radial equation, irregular as $a\beta/r^2$ with $\beta=-\tfrac12r_0^3\ln(Zr_0)$. The terms dropped from (\ref{inner}) do not compete: on dimensional grounds the small-$r$ terms of $R/a$ scale as $r_0^nZ^mr^{1-n+m}$ with $m\ge0$, the power $r^{-2}$ needs $n-m=3$, and at $n=3$ this leaves $m=0$.

Let $R_0\approx ar$ solve the nonrelativistic radial equation at $E_0$, and let $R\approx ar+a\beta/r^2$ solve it at $E_0+\eta$ for $r>\epsilon$, decaying at infinity. Multiplying each equation by $r^2$ and the other function, subtracting and integrating from $\epsilon$ to $\infty$ gives
\begin{equation}
\eta\int_\epsilon^\infty\!RR_0r^2dr=\tfrac12\epsilon^2\,(R_0R'-RR_0')\big|_\epsilon=\tfrac12\epsilon^2a^2\beta\Big(-\frac{2}{\epsilon^2}-\frac{1}{\epsilon^2}\Big)=-\tfrac32a^2\beta
\end{equation}
as $\epsilon\to0$, and the integral on the left is 1 at leading order. With $a^2=Z^5/24$, $r_0^3=Z^3/8c^6$ and $\ln(Zr_0)=2\ln(Z/c)-\ln2$,
\begin{equation}
\eta=\tfrac34a^2r_0^3\ln(Zr_0)=\frac34\cdot\frac1{24}\cdot\frac18\cdot2\,\frac{Z^8}{c^6}\ln\frac Zc+O(c^{-6}),
\end{equation}
and the coefficient is $1/128=0.0078125$.

\paragraph{Inner SFMD problem.} In $T\phi=(E-V)\psi$ the right side is again smaller by $Zr_0$, so $p^2\phi=0$ and $\phi=x$, the solution $x^{-2}$ not being square-integrable. The second equation becomes $p^2(\psi-\phi)=p_ix^{-1}p_i\phi$, and (\ref{rad}) with $f=1/x$ gives $-x^{-2}+2x^{-2}=x^{-2}$. A constant $\delta$ is mapped by $p^2$ to $2\delta/x^2$, so $\psi=x+\tfrac12$. The series terminates without an $x^{-2}$ term, $E_{\rm mod}$ has no $c^{-6}\ln c$ term, and (\ref{log}) follows. For $l=2$ the same count runs from $r^2$ to $r^{-3}$ and needs $n-m=5$, so the 3d remainder at order $c^{-6}$ is a pure power.

\subsection{The tail of the pseudo-large component}

Writing $A=1+E/2c^2-V/2c^2$ in $p_iAp_i\phi=p^2\psi$ and applying $p^{-2}$ gives $(1+E/2c^2)\phi=\psi+p^{-2}b\,\phi/2c^2$. At order $c^{-2}$, $\phi$ in the last term is replaced by $\psi_0$. Far outside the atom (\ref{green}) gives, for $l=1$, $p^{-2}b\psi_0\to q/3r^2$ with $q=\int r^3s\,dr$, where $s$ is (\ref{rad}) with $f=V$. Two integrations by parts, whose boundary terms $r^3VR'$ and $r^2VR$ vanish at both ends, give
\begin{equation}
q=\int r^2VR'dr+2\int rVR\,dr=-\int r^2V'R\,dr .
\end{equation}
For 2p at $Z=1$, $q=-\int R\,dr=-4/\sqrt{24}=-0.8165$, and $\phi\to q/6c^2r^2$. For $l=0$ the relation $\phi'=\psi'/A$ excludes such a tail. The algebraic tail is the trace of the nonlocal $p^{-2}$ in $T_{\rm mod}$, and it adds to the exponential error of a finite domain an algebraic one, which dominates at large enough $r_{\max}$. A wall at $r_{\max}$, where $\phi$ is set to zero, replaces $G_1$ by $G_1-rr'/3r_{\max}^3$. This lowers the longitudinal term $\langle b\psi_0|p^{-2}|b\psi_0\rangle/8c^4$ of $E_{\rm mod}$ by $q^2/24c^4r_{\max}^3$. For 2p at $Z=1$, $q^2=2/3$, and with the same wall in both equations the relative error of $\delta E$ is $6.5/r_{\max}^3$, about $10^{-4}$ at $r_{\max}=40$ bohr. The exponential shift is common to the two levels and cancels in $\delta E$. In each level separately it can still be the larger part: for hydrogen at $r_{\max}=40$ bohr it is about $2\times10^{-13}E_h$, against $1.2\times10^{-15}E_h$ for the algebraic term.

\subsection{Relation to the averaged Dirac level}

The exact eliminated operator is $V+p_iKp_i+(K'/r)\boldsymbol\sigma\cdot\mathbf L$, with $K'=V'/4c^2$ at leading order. From $\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-\tfrac34$, its eigenvalue is $\mu=l$ for $j=l+\tfrac12$ (weight $2l+2$) and $\mu=-(l+1)$ for $j=l-\tfrac12$ (weight $2l$). The weighted means are
\begin{equation}
\bar\mu=\frac{l(2l+2)-(l+1)2l}{4l+2}=0,\qquad\overline{\mu^2}=\frac{2l(l+1)[l+(l+1)]}{4l+2}=l(l+1).
\end{equation}
With $\mu$ as a parameter, $E(\mu)=E_{\rm esc}+\mu e_1+\mu^2e_2+\dots$, where each power of $\mu$ brings at least one factor $c^{-2}$. The linear term averages out whatever $e_1$ is. At order $c^{-4}$, $e_2$ is the second-order shift from $V'/4c^2r$, which maps $R$ to $g/4c^2$. With $H_0=T+V$ and $Q$ the projector off $\psi_0$ within the same $l$,
\begin{equation}
E_{\rm av}-E_{\rm esc}=-\frac{l(l+1)}{16c^4}\langle g|Q(H_0-E_0)^{-1}Q|g\rangle_l,\label{av1}
\end{equation}
which is negative for the lowest level of each $l\geq1$. Since $p^{-2}=T^{-1}/2$, adding (\ref{central}) gives
\begin{equation}
E_{\rm av}-E_{\rm mod}=\frac{l(l+1)}{16c^4}\langle g|\,T^{-1}-Q(H_0-E_0)^{-1}Q\,|g\rangle_l,\label{av2}
\end{equation}
which for the lowest level of each $l\geq1$ is a difference of two positive terms, and whose sign this argument leaves open.

\subsection{Worked example: the 2p level of H and of P$^{14+}$}

The model is one electron and a point nucleus of infinite mass, with $c=137.035999$ and $1\,E_h=219474.63$ cm$^{-1}$. Both radial equations were solved without expansion in $1/c$ by a Galerkin method for $u=rR$, in B-splines on knots that are geometric near the nucleus and extend far beyond the atom. SFMD is the linear generalized eigenproblem (\ref{sfmd}), solved by inverse iteration. ESC was solved by inverse iteration with $K(E)$ updated to self-consistency. Energies are Rayleigh quotients in double precision, computed at $Z=1$ with $c\to c/Z$ and multiplied by $Z^2$.

\paragraph{Model values of $c$ at $Z=1$.} For 1s at $c=5$, ESC, SFMD and $c^2(\gamma-1)$ each give $-0.505102572168\,E_h$. For 3d the deviation of $\delta E$ relative to (\ref{d3d}) is $1.0995\times10^{-3}$ at $c=10$ and $2.738\times10^{-4}$ at $c=20$. The ratio is $4.015$, close to the value 4 of a pure $c^{-6}$ remainder. For 2p the quantity $y=(\delta E-\langle\Delta\rangle)c^6$ is $-0.01602$ at $c=20$ and $-0.02128$ at $c=40$, so it does not settle to a constant. Its slope in $\ln(1/c)$ is $0.00526/\ln2=0.00759$, which is 3\% below $1/128$. That the gap comes from terms of order $c^{-8}$ with logarithms is a conjecture. Subtracting the logarithm gives effective values, which still contain the higher orders and rise with $c$ toward about $0.0076$: $d\approx-0.01602+\ln20/128=0.0074$ and $d\approx-0.02128+\ln40/128=0.0075$. At $c=40$ and $r=300$ bohr the computed $6c^2r^2\phi$ is $-0.8165$, equal to $q$ at the digits shown.

\paragraph{Dirac levels.} These are taken as input from the closed Dirac--Coulomb formula
\begin{equation}
E_{n\kappa}=c^2\Big\{\Big[1+\frac{Z^2/c^2}{(n-|\kappa|+\sqrt{\kappa^2-Z^2/c^2})^2}\Big]^{-1/2}-1\Big\},
\end{equation}
with $\kappa=1$ for $2p_{1/2}$ and $\kappa=-2$ for $2p_{3/2}$, and $E_{\rm av}=(E_{1/2}+2E_{3/2})/3$.

\paragraph{Hydrogen.} Here $Z/c=0.007297$ and $r_0=2.6626\times10^{-5}$ bohr. The levels are
\begin{align*}
E_{\rm mod}&=-0.1250009707410\,E_h,\\
E_{\rm esc}&=-0.1250009707289\,E_h,
\end{align*}
and the unrounded difference is $\delta E=1.208\times10^{-11}E_h=2.651\times10^{-6}$ cm$^{-1}$. Equation (\ref{d2p}) gives $4.2618447\times10^{-3}/137.035999^4=1.2085\times10^{-11}E_h$, and the ratio of the numerical value to this is $0.9996$. The logarithmic term is $\ln(0.007297)/(128\times137.035999^6)=-5.80\times10^{-15}E_h$, which brings the formula to $1.2080\times10^{-11}E_h$. That term is $5.80\times10^{-15}/0.125=4.6\times10^{-14}$ of the level energy. The accumulated rounding error of the computed energies at that scale was not estimated, so hydrogen is not used here to judge (\ref{log}). The inner length $r_0=1.4$ fm is comparable with the proton charge radius, 0.84 fm, so the constant $d$ belongs to the point-nucleus model and not to the real atom. The Dirac levels are $-0.1250020801892$ and $-0.1250004160290\,E_h$, split by $1.66416\times10^{-6}E_h=0.36524$ cm$^{-1}$, and $\delta E$ is $7.26\times10^{-6}$ of the splitting.

\paragraph{Hydrogen-like phosphorus.} Here $Z=15$, $Z/c=0.109460$ and $r_0=3.9939\times10^{-4}$ bohr. The levels are
\begin{align*}
E_{\rm mod}&=-28.17429418\,E_h,\\
E_{\rm esc}&=-28.17416053\,E_h,
\end{align*}
with $\delta E=1.3364\times10^{-4}E_h=29.33$ cm$^{-1}$. The leading formula gives $4.2618447\times10^{-3}\times15^2\times0.109460^4=1.3766\times10^{-4}E_h=30.21$ cm$^{-1}$. The numerical value is $0.9708$ of this, a shortfall of 2.9\% relative to the formula. The logarithmic term is $15^2\times0.109460^6\times\ln(0.109460)/128=-6.689\times10^{-6}E_h$, and the sum is $1.3097\times10^{-4}E_h$.

The logarithm alone overcorrects: the sum lies 2.0\% below the numerical value, relative to that value. The missing amount is $(1.3364-1.3097)\times10^{-4}=2.67\times10^{-6}E_h$. Divided by $Z^8/c^6=15^2\times0.109460^6=3.87\times10^{-4}$ it is $0.0069$, near the values $0.0074$ and $0.0075$ found for $d$ at smaller $Z/c$. At this charge the remainder beyond the logarithm, which is the constant in (\ref{log}) together with higher orders, is $2.67/6.689\approx40\%$ of the logarithmic term in size and opposite in sign, so the logarithm and the constant have to be kept together.

The Dirac levels are $-28.23097416$ and $-28.14609293\,E_h$, split by $8.48812\times10^{-2}E_h=18629$ cm$^{-1}$. The difference $\delta E$ is $1.3364\times10^{-4}/8.48812\times10^{-2}=1.574\times10^{-3}$ of the splitting. The splitting begins at order $Z^4/c^2$, so the ratio grows as $(Z/c)^2$ at leading order. The growth from hydrogen is $1.574\times10^{-3}/7.259\times10^{-6}=217$, against $15^2=225$ from that order alone.

\paragraph{Position of the Dirac average.} For H, $E_{\rm av}-E_{\rm esc}=-2.01\times10^{-11}E_h$ and $E_{\rm av}-E_{\rm mod}=-8.0\times10^{-12}E_h$. For P$^{14+}$ the values are $-2.261\times10^{-4}$ and $-9.25\times10^{-5}E_h$. The first difference is negative, as (\ref{av1}) requires for the lowest p level. The second is also negative in both systems, so for this level the resolvent term in (\ref{av2}) exceeds the $T^{-1}$ term. The order is $E_{\rm av}<E_{\rm mod}<E_{\rm esc}$, with gaps of comparable size. ESC keeps the spin average of the operator and SFMD discards part of it, yet the SFMD level lies nearer the averaged Dirac level here, because the positive term $\langle\Delta\rangle$ kept by ESC is outweighed by the negative second-order shift (\ref{av1}) that both scalar equations lack.
